\section*{Thermal Emission Rate of a Defect from Detailed Balance, part 1}

(Sections cited here and not found follow in the second part.)

\section{From detailed balance to the emission rate}

\subsection{What dimensions fix}

A defect in a semiconductor holds an electron and releases it thermally into the conduction band at a rate $e_n$, measured in $\mathrm{s^{-1}}$. The reverse process is capture. If the band contains $n$ electrons per unit volume, an empty defect captures one at the rate $c_n n$, so the capture coefficient $c_n$ has the dimension of volume per time. The ratio $e_n/c_n$ is therefore a concentration.

In equilibrium as many electrons leave the defects as enter them. This ties $e_n/c_n$ to equilibrium occupations, which depend on energies and on numbers of states but not on the strength of the coupling between defect and band. For a dilute electron gas in a parabolic band, the available quantities are the effective mass $m$, the thermal energy $k_BT$, Planck's constant $h$ and the energy $\Delta$ needed to lift the electron from the defect to the band edge. The product $mk_BT$ is the square of a momentum, and $h$ divided by a momentum is a length. The one concentration that can be formed from $m$, $k_BT$ and $h$ is thus $(mk_BT/h^2)^{3/2}$, and
\begin{equation}
\frac{e_n}{c_n}=\left(\frac{mk_BT}{h^2}\right)^{3/2}
\Phi\!\left(\frac{\Delta}{k_BT}\right),
\label{eq:dimension}
\end{equation}
where the dimensionless function $\Phi$ may also contain the numbers of internal states of the defect. Since $c_n$ is a cross-section $\sigma$ times a thermal speed of order $(k_BT/m)^{1/2}$,
\begin{equation}
e_n\sim\sigma\,\frac{m(k_BT)^2}{h^3}\,
\Phi\!\left(\frac{\Delta}{k_BT}\right).
\label{eq:dimension2}
\end{equation}
The factor $T^2$ and the linear dependence on $m$ are already visible. Detailed balance must supply $\Phi$.

\subsection{The defect and its rate equation}

The defect has two charge states, called empty and filled, which differ by one electron. The word empty does not mean that the defect has no electrons at all. The empty state has $g_0$ electronic states of equal energy $E^{(0)}$, and the filled state has $g_1$ states of equal energy $E^{(1)}$. The defect level is the difference
\begin{equation}
E_t=E^{(1)}-E^{(0)} .
\label{eq:level}
\end{equation}
The conduction-band edge is $E_c$, and $\Delta=E_c-E_t$ is positive for a level below the edge. Exchange with the valence band is neglected, as are emission by light and Auger processes, in which another carrier supplies or removes the energy.

Let $f$ be the fraction of defects that are filled. Filled defects emit and empty defects capture, so
\begin{equation}
\frac{df}{dt}=c_n n(1-f)-e_n f .
\label{eq:rate}
\end{equation}
For constant $n$, collecting the terms in $f$ gives
\begin{equation}
\frac{df}{dt}=-(e_n+c_nn)\,(f-f_\infty),\qquad
f_\infty=\frac{c_nn}{e_n+c_nn}.
\label{eq:relax}
\end{equation}
The occupation relaxes exponentially with the sum of the two rates. Deep inside a depletion region $n$ is so small that $c_nn\ll e_n$. This fails in the layer next to the neutral material, where the tail of the carrier density keeps $c_nn$ above $e_n$ and the defects stay mostly filled; for a deep level that layer can be a sizeable part of the depletion width. Where $c_nn\ll e_n$ holds, $f_\infty$ is negligible and
\begin{equation}
f(t)=f(0)\,e^{-e_nt}.
\label{eq:transient}
\end{equation}
The decay of the charge stored on the defects thus measures $e_n$. It is seen as a capacitance transient, which follows the same exponential only if the defects are much less numerous than the dopants.

\subsection{Balance with a single band orbital}

Take one defect and a set of band orbitals in a crystal of volume $V$, with $N$ electrons shared among them. Each orbital $j$ has a definite spin and an energy $E_j$, and it holds zero or one electron. The electrons in the band are treated as independent, and their energies do not depend on the charge state of the defect.

In equilibrium at temperature $T$ every microstate of the closed system of electrons has a probability proportional to $\exp(-\text{energy}/k_BT)$. Consider first the microstates in which the defect is empty and orbital $j$ is occupied. The remaining $N-1$ electrons are distributed over the other orbitals. Let $W_j$ be the sum of the Boltzmann factors of all these distributions, and $Z$ the sum over all microstates of the system. Then
\begin{equation}
P(0,1_j)=\frac{1}{Z}\,g_0\,e^{-E^{(0)}/k_BT}\,e^{-E_j/k_BT}\,W_j .
\label{eq:P01}
\end{equation}
Now consider the microstates in which the defect is filled and orbital $j$ is empty. One electron sits on the defect, so again $N-1$ electrons are distributed over the other orbitals, and the same sum $W_j$ appears:
\begin{equation}
P(1,0_j)=\frac{1}{Z}\,g_1\,e^{-E^{(1)}/k_BT}\,W_j .
\label{eq:P10}
\end{equation}
On division $Z$ and $W_j$ cancel, and Eq.~\eqref{eq:level} gives
\begin{equation}
\frac{P(0,1_j)}{P(1,0_j)}
=\frac{g_0}{g_1}\,
\exp\!\left(-\frac{E_j-E_t}{k_BT}\right).
\label{eq:pair}
\end{equation}
No Fermi level was needed, and the electron gas need not be dilute at this point.

Let $r_j^{c}$ be the rate at which an electron in orbital $j$ is captured by an empty defect, and $r_j^{e}$ the rate at which a filled defect emits into the empty orbital $j$. Both are averages over the internal states of the defect in the initial charge state. Detailed balance states that in equilibrium each elementary process is as frequent as its reverse. Without a magnetic field this rests on the time-reversal symmetry of the microscopic rates, with orbitals of opposite wave vector and spin grouped together. It is taken here as the physical premise:
\begin{equation}
r_j^{e}\,P(1,0_j)=r_j^{c}\,P(0,1_j).
\label{eq:db}
\end{equation}
With Eq.~\eqref{eq:pair},
\begin{equation}
r_j^{e}=r_j^{c}\,\frac{g_0}{g_1}\,
\exp\!\left(-\frac{E_j-E_t}{k_BT}\right).
\label{eq:rj}
\end{equation}
Capture therefore determines emission orbital by orbital. The Boltzmann factor expresses that the lattice must supply the energy $E_j-E_t$. The degeneracies count the states on each side: many filled states make it less likely that the system is found on the empty side.

The argument used equilibrium to relate two rates, but the rates themselves do not require the electrons to be in equilibrium with the defect. They depend on the lattice temperature and on the distribution over internal states within the initial charge state. If this internal distribution stays thermal, and the electric field does not alter the transition, the same $r_j^{e}$ applies in a depletion region, where $f$ is far from its equilibrium value.

\subsection{Summation over the band}

An electron of speed $v$ in the volume $V$ sweeps out the volume $\sigma v$ per unit time, where $\sigma$ is the capture cross-section. It meets the one defect at the rate
\begin{equation}
r_j^{c}=\frac{\sigma(E)\,v(E)}{V},
\label{eq:sweep}
\end{equation}
with $E=E_j-E_c$ the kinetic energy. The cross-section is averaged over spin and over the direction of motion. For a dilute gas nearly all band orbitals are empty, and the total emission rate is the sum of Eq.~\eqref{eq:rj} over $j$:
\begin{equation}
e_n=\frac{g_0}{g_1}\,e^{-\Delta/k_BT}\,
\frac{1}{V}\sum_j\sigma(E)\,v(E)\,e^{-E/k_BT}.
\label{eq:sum}
\end{equation}
The exponent was split by writing $E_j-E_t=\Delta+E$.

Let $D(E)$ be the number of orbitals per unit volume and energy, including both spins. In a large crystal the sum becomes $V\int D(E)\,dE$. For a spherical parabolic band, $E=\hbar^2q^2/2m$ with wave number $q$. The orbitals in a shell of wave-vector space number
\begin{equation}
D(E)\,dE=2\,\frac{4\pi q^2dq}{(2\pi)^3}=\frac{q^2dq}{\pi^2}.
\label{eq:shell}
\end{equation}
From $q=(2mE)^{1/2}/\hbar$ follows $dq=\tfrac12(2m)^{1/2}E^{-1/2}dE/\hbar$, so
\begin{equation}
D(E)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}E^{1/2}.
\label{eq:dos}
\end{equation}
The speed is $v=(2E/m)^{1/2}$. In the product the two square roots of $E$ combine:
\begin{equation}
D(E)\,v(E)=\frac{1}{2\pi^2}\,
\frac{2^{3/2}m^{3/2}}{\hbar^3}\,
\frac{2^{1/2}}{m^{1/2}}\,E
=\frac{2mE}{\pi^2\hbar^3}
=\frac{16\pi mE}{h^3},
\label{eq:Dv}
\end{equation}
where the last step uses $\hbar^3=h^3/8\pi^3$. Equation~\eqref{eq:sum} becomes
\begin{equation}
e_n=\frac{g_0}{g_1}\,e^{-\Delta/k_BT}\,
\frac{16\pi m}{h^3}\int_0^\infty\sigma(E)\,E\,e^{-E/k_BT}\,dE .
\label{eq:integral}
\end{equation}

\subsection{Effective density of states and thermal speed}

The integral can be expressed through two properties of the dilute gas. Its concentration is $n=N_c\exp[-(E_c-E_F)/k_BT]$, where $E_F$ is the Fermi level and
\begin{equation}
N_c=\int_0^\infty D(E)\,e^{-E/k_BT}\,dE
\label{eq:Ncdef}
\end{equation}
is the effective density of states. It replaces the whole band by a number of states per volume placed at the edge. With $\int_0^\infty E^{1/2}e^{-E/k_BT}dE=\tfrac12\sqrt\pi\,(k_BT)^{3/2}$ and $2m/\hbar^2=4\pi\,(2\pi m/h^2)$,
\begin{equation}
N_c=\frac{\sqrt\pi}{4\pi^2}\,(4\pi)^{3/2}
\left(\frac{2\pi mk_BT}{h^2}\right)^{3/2}
=2\left(\frac{2\pi mk_BT}{h^2}\right)^{3/2},
\label{eq:Nc}
\end{equation}
because $(4\pi)^{3/2}=8\pi^{3/2}$. The factor 2 is the spin of the band electron.

The mean speed of the gas follows from Eq.~\eqref{eq:Dv} and $\int_0^\infty Ee^{-E/k_BT}dE=(k_BT)^2$:
\begin{equation}
v_{\rm th}=\frac{1}{N_c}\int_0^\infty Dv\,e^{-E/k_BT}dE
=\frac{16\pi m(k_BT)^2}{h^3N_c}
=\left(\frac{8k_BT}{\pi m}\right)^{1/2}.
\label{eq:vth}
\end{equation}
For the last step, insertion of Eq.~\eqref{eq:Nc} leaves $8\pi(2\pi)^{-3/2}(k_BT/m)^{1/2}$, and $8\pi(2\pi)^{-3/2}=(8/\pi)^{1/2}$. Read from right to left, the same equation gives the useful product
\begin{equation}
v_{\rm th}N_c=\gamma T^2,\qquad
\gamma=\frac{16\pi mk_B^2}{h^3}.
\label{eq:gamma}
\end{equation}

If $\sigma$ depends on energy, define its thermal average with the weight that occurs in Eq.~\eqref{eq:integral},
\begin{equation}
\bar\sigma=\frac{1}{(k_BT)^2}\int_0^\infty
\sigma(E)\,E\,e^{-E/k_BT}\,dE .
\label{eq:sigmabar}
\end{equation}
The capture coefficient is the average of $\sigma v$ over the dilute gas, which is $c_n=\bar\sigma v_{\rm th}$ by Eqs.~\eqref{eq:Dv} and \eqref{eq:vth}. Equation~\eqref{eq:integral} then reads
\begin{equation}
e_n=\frac{g_0}{g_1}\,\bar\sigma\,v_{\rm th}\,N_c\,
\exp\!\left(-\frac{E_c-E_t}{k_BT}\right).
\label{eq:main}
\end{equation}
The function left open in Eq.~\eqref{eq:dimension} is $\Phi=2(2\pi)^{3/2}(g_0/g_1)e^{-\Delta/k_BT}$. The speed here is the mean speed. If the root-mean-square speed $(3k_BT/m)^{1/2}$ is used to define a cross-section from $c_n$, it must also be used in Eq.~\eqref{eq:main}; a mixture of the two is wrong by the factor $(3\pi/8)^{1/2}$.

Two cases show the role of the degeneracy. If the empty defect has a closed shell and the added electron may have either spin in one orbital, then $g_0=1$, $g_1=2$ and $g_0/g_1=1/2$. If the empty defect already has one unpaired electron and the added one closes the shell, then $g_0=2$, $g_1=1$ and the ratio is 2. At equal $\bar\sigma$, depth and temperature, the second defect emits four times as fast. Since $\bar\sigma$ is averaged over spin and the second defect accepts only one spin direction, equal spin-conserving coupling to the band gives it half the $\bar\sigma$ of the first, and it then emits twice as fast.

\subsection{The Fermi level cancels}

The same result follows from occupations. When the defect exchanges electrons with a reservoir at Fermi level $E_F$, each filled state carries an additional factor $e^{E_F/k_BT}$ relative to an empty state, so
\begin{equation}
\frac{f}{1-f}=\frac{g_1}{g_0}
\exp\!\left(\frac{E_F-E_t}{k_BT}\right).
\label{eq:occupation}
\end{equation}
Setting $df/dt=0$ in Eq.~\eqref{eq:rate} and inserting $n$ gives
\begin{equation}
e_n=c_nn\,\frac{1-f}{f}
=c_nN_c\,e^{-(E_c-E_F)/k_BT}\,
\frac{g_0}{g_1}\,e^{-(E_F-E_t)/k_BT}.
\label{eq:cancel}
\end{equation}
The Fermi level drops out of the exponent, and Eq.~\eqref{eq:main} returns. Doping changes how many defects are filled, but in the dilute regime and at zero electric field it does not change how fast a filled one emits. In a junction the doping also sets the field, and a defect that attracts the emitted electron can then emit considerably faster at higher doping.

This independence ends when band orbitals near the edge are appreciably occupied, since emission into an occupied orbital is forbidden. Let $x=E/k_BT$ and $\eta=(E_F-E_c)/k_BT$. An orbital is empty with probability
\begin{equation}
1-\frac{1}{e^{x-\eta}+1}=\frac{e^x}{e^x+e^\eta}.
\label{eq:emptyprob}
\end{equation}
For a cross-section independent of $E$, this factor enters the integral of Eq.~\eqref{eq:integral} and multiplies the emission rate by
\begin{equation}
B(\eta)=\int_0^\infty\frac{x\,dx}{e^x+e^\eta}
=1-\frac{e^\eta}{4}+\frac{e^{2\eta}}{9}-\dots
\qquad(\eta\le0).
\label{eq:blocking}
\end{equation}
The series results from expanding $xe^{-x}/(1+e^{\eta-x})$ in powers of $e^{\eta-x}$ and using $\int_0^\infty xe^{-px}dx=1/p^2$. Numerical integration gives $B=0.988$ for a Fermi level $3k_BT$ below the edge and $B=0.822$ for one at the edge. Equation~\eqref{eq:main} is thus too large by about one per cent in the first case and by about a fifth in the second, relative to the blocked rate.

For a dilute electron gas at zero electric field, detailed balance has fixed the emission rate of a filled defect through its capture cross-section, level depth and degeneracies. It remains to include the defect's vibrations, which change when it loses an electron, and to establish what an Arrhenius plot of the emission rate determines.
